# Exchange Splitting of a Detuned Double Quantum Dot: verification in Python

```python
"""
Exchange splitting of a two-electron double dot, tested on the two-site Hubbard model.

Result under test, for |eps| < U and sqrt(2) t << U - |eps|:
    J = E(triplet) - E(lowest singlet)
      ~ J0 = 2 t^2/(U - eps) + 2 t^2/(U + eps)
with the rigorous bracket J0/(1 + S) < J < J0, where
    S = 2 t^2 [1/(U - eps)^2 + 1/(U + eps)^2].

Symbols: t hopping; eps detuning (site energies +eps/2 and -eps/2);
U0 on-site repulsion; V repulsion between the sites; U = U0 - V.
The reference side is diagonalization of a Hamiltonian made from fermion operators.
"""
from functools import reduce
import numpy as np
from scipy.linalg import expm
from scipy import constants as const

# Fermion operators by the Jordan-Wigner construction.
# Mode order: site 1 up, site 1 down, site 2 up, site 2 down.
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])
unit = np.eye(2)
c = [reduce(np.kron, [parity] * k + [lower] + [unit] * (3 - k)) for k in range(4)]
n = [a.T @ a for a in c]
n_site1, n_site2 = n[0] + n[1], n[2] + n[3]
n_total = np.diag(n_site1 + n_site2)
hop = c[0].T @ c[2] + c[1].T @ c[3]
hop = hop + hop.T


def sector(operator, electrons):
    """Restrict a number-conserving operator to a fixed electron number."""
    index = np.flatnonzero(np.isclose(n_total, electrons))
    return operator[np.ix_(index, index)]


def hamiltonian(U_site1, U_site2, V, t, eps):
    return (0.5 * eps * (n_site1 - n_site2) - t * hop
            + U_site1 * n[0] @ n[1] + U_site2 * n[2] @ n[3]
            + V * n_site1 @ n_site2)


# Spin operators and the singlet and triplet subspaces for two electrons.
sz1, sz2 = (n[0] - n[1]) / 2, (n[2] - n[3]) / 2
sp1, sp2 = c[0].T @ c[1], c[2].T @ c[3]
s1_dot_s2 = sector(sz1 @ sz2 + (sp1 @ sp2.T + sp1.T @ sp2) / 2, 2)
sz, sp = sz1 + sz2, sp1 + sp2
spin_squared = sector(sp.T @ sp + sz @ sz + sz, 2)
spin_values, spin_vectors = np.linalg.eigh(spin_squared)
singlets = spin_vectors[:, np.isclose(spin_values, 0)]
triplets = spin_vectors[:, np.isclose(spin_values, 2)]
assert singlets.shape[1] == 3 and triplets.shape[1] == 3

occupation1 = np.diag(sector(n_site1, 2))
is_11 = np.isclose(occupation1, 1)
is_20 = np.isclose(occupation1, 2)
is_02 = np.isclose(occupation1, 0)


def solve(U_site1, U_site2, V, t, eps):
    """Return J, triplet energies, and singlet weights on (2,0) and (0,2)."""
    H = sector(hamiltonian(U_site1, U_site2, V, t, eps), 2)
    e_singlet, v_singlet = np.linalg.eigh(singlets.T @ H @ singlets)
    e_triplet = np.linalg.eigvalsh(triplets.T @ H @ triplets)
    ground = singlets @ v_singlet[:, 0]
    return (e_triplet[0] - e_singlet[0], e_triplet,
            np.sum(ground[is_20]**2), np.sum(ground[is_02]**2))


def level_function(x, U, t, eps):
    return 2 * t**2 / (U - eps + x) + 2 * t**2 / (U + eps + x)


def estimate(U, t, eps):
    return 2 * t**2 / (U - eps) + 2 * t**2 / (U + eps)


def small_parameter(U, t, eps):
    return 2 * t**2 * (1 / (U - eps)**2 + 1 / (U + eps)**2)


# The one-electron gap at zero detuning is 2t.
one = np.linalg.eigvalsh(sector(hamiltonian(1.25, 1.25, 0.25, 0.07, 0.0), 1))
assert np.allclose(one, [-0.07, -0.07, 0.07, 0.07], atol=1e-12)

# Couplings from the (1,1) singlet and triplets to double occupancy.
H = sector(hamiltonian(1.25, 1.25, 0.25, 0.07, 0.3), 2)
values_11, vectors_11 = np.linalg.eigh(s1_dot_s2[np.ix_(is_11, is_11)])
assert np.allclose(values_11, [-0.75, 0.25, 0.25, 0.25])
for charge_state in (is_20, is_02):
    coupling = (H[np.ix_(charge_state, is_11)] @ vectors_11).ravel()
    assert np.isclose(abs(coupling[0]), np.sqrt(2) * 0.07, atol=1e-12)
    assert np.allclose(coupling[1:], 0, atol=1e-12)

# Explicit second-order sum on the (1,1) space against the Heisenberg form.
is_double = ~is_11
P_to_Q = H[np.ix_(is_double, is_11)]
resolvent = np.linalg.inv(0.25 * np.eye(2) - H[np.ix_(is_double, is_double)])
second_order = P_to_Q.T @ resolvent @ P_to_Q
heisenberg = estimate(1.0, 0.07, 0.3) * (s1_dot_s2[np.ix_(is_11, is_11)]
                                        - np.eye(4) / 4)
assert np.allclose(second_order, heisenberg, atol=1e-12)

# Blocking one doubly occupied state leaves the term of the other one.
# Tolerance: the blocked state still contributes about 1e-4 of J.
J_no_20 = solve(1e4, 1.0, 0.0, 1e-3, 0.3)[0]
J_no_02 = solve(1.0, 1e4, 0.0, 1e-3, 0.3)[0]
assert np.isclose(J_no_20, 2e-6 / (1 - 0.3), rtol=3e-4)
assert np.isclose(J_no_02, 2e-6 / (1 + 0.3), rtol=3e-4)

# Exact level equation, bracket, triplet energy and double occupancy, random cases.
rng = np.random.default_rng(7)
for _ in range(200):
    t, eps, V = rng.uniform(0.01, 0.8), rng.uniform(-0.95, 0.95), rng.uniform(0, 0.5)
    J, e_triplet, p20, p02 = solve(1 + V, 1 + V, V, t, eps)
    J0, S = estimate(1.0, t, eps), small_parameter(1.0, t, eps)
    assert np.allclose(e_triplet, V, atol=1e-12)
    assert np.isclose(J, level_function(J, 1.0, t, eps), rtol=1e-9)
    assert J0 / (1 + S) < J < J0
    R = 2 * t**2 * (1 / (1 - eps + J)**2 + 1 / (1 + eps + J)**2)
    assert np.isclose(p20 + p02, R / (1 + R), rtol=1e-8)

# Closed form at zero detuning, from weak to strong hopping.
for t in (0.01, 0.1, 0.5, 1.0):
    closed = (np.sqrt(1 + 16 * t**2) - 1) / 2
    assert np.isclose(solve(1, 1, 0, t, 0)[0], closed, rtol=1e-10)

# Leading error and leading double occupancy both equal S at small hopping.
for eps in (0.0, 0.4, 0.7):
    J, _, p20, p02 = solve(1, 1, 0, 0.004, eps)
    S = small_parameter(1.0, 0.004, eps)
    overshoot = estimate(1.0, 0.004, eps) / J - 1
    assert np.isclose(overshoot / S, 1, atol=0.01)
    assert np.isclose((p20 + p02) / S, 1, atol=0.01)

# Slope in detuning equals the charge imbalance; quadratic rise around zero.
step = 1e-4
for eps in (0.0, 0.5, 0.8):
    slope = (solve(1, 1, 0, 0.025, eps + step)[0]
             - solve(1, 1, 0, 0.025, eps - step)[0]) / (2 * step)
    _, _, p20, p02 = solve(1, 1, 0, 0.025, eps)
    assert np.isclose(slope, p02 - p20, rtol=1e-5, atol=1e-10)
rise = solve(1, 1, 0, 0.005, 0.05)[0] / solve(1, 1, 0, 0.005, 0.0)[0] - 1
assert np.isclose(rise / 0.05**2, 1, atol=0.01)

# At eps = U the splitting is linear in t, with a remainder of order t^3.
for t in (0.005, 0.01, 0.02):
    assert abs(solve(1, 1, 0, t, 1.0)[0] - np.sqrt(2) * t - t**2 / 2) < t**3

# Worked example, energies in eV.
U0, V, t = 2.5e-3, 0.5e-3, 5.0e-5
U = U0 - V
J, _, p20, p02 = solve(U0, U0, V, t, 0.0)
J0, weight = estimate(U, t, 0.0), p20 + p02

# Spin exchange after half a period, by direct time evolution with hbar = 1.
vacuum = np.zeros(16)
vacuum[np.flatnonzero(np.isclose(n_total, 0))[0]] = 1
up_down = c[0].T @ c[3].T @ vacuum
down_up = c[1].T @ c[2].T @ vacuum
evolution = expm(-1j * hamiltonian(U0, U0, V, t, 0.0) * np.pi / J)
swap_probability = abs(down_up @ evolution @ up_down)**2
assert (1 - weight)**2 - 1e-9 <= swap_probability <= 1 + 1e-9

h_eV = const.h / const.e
kB_eV = const.k / const.e
print(f"on-site repulsion U0 = {U0:.4e} eV")
print(f"inter-site repulsion V = {V:.4e} eV")
print(f"net charge-transfer cost U = {U:.4e} eV")
print(f"hopping t = {t:.4e} eV")
print(f"one-electron gap 2t = {2*t:.4e} eV")
print(f"ratio t/U = {t/U:.4f}")
print("zero detuning:")
print(f"  estimate 4t^2/U = {J0:.5e} eV")
print(f"  exact Hubbard J = {J:.5e} eV")
print(f"  lower bound J0/(1+S) = {J0/(1+small_parameter(U,t,0)):.5e} eV")
print(f"  relative overshoot J0/J - 1 = {J0/J-1:.5f}")
print(f"  small parameter S = {small_parameter(U,t,0):.5f}")
print(f"  double-occupancy weight w = {weight:.5f}")
print(f"  exact J/h = {J/h_eV/1e9:.4f} GHz")
print(f"  exact J/kB = {J/kB_eV:.5f} K")
print(f"  spin-exchange time h/(2J) = {h_eV/(2*J)*1e9:.4f} ns")
print(f"  spin-exchange probability = {swap_probability:.5f}")
print(f"  its lower bound (1-w)^2 = {(1-weight)**2:.5f}")
print("hopping uncertainty at zero detuning:")
for factor in (0.5, 2.0):
    J_changed = solve(U0, U0, V, factor * t, 0.0)[0]
    print(f"  t = {factor*t:.3e} eV: estimate {estimate(U,factor*t,0):.4e} eV,"
          f" exact {J_changed:.4e} eV")
print("detuning scan (energies in eV; other columns dimensionless):")
print("eps/U   eps        J0         J exact    J0/(1+S)   J0/J-1   S        w        dJ/deps")
for ratio in (0.0, 0.25, 0.5, 0.8, 0.9, 0.95):
    eps = ratio * U
    J_scan, _, p20, p02 = solve(U0, U0, V, t, eps)
    J0_scan, S = estimate(U, t, eps), small_parameter(U, t, eps)
    assert J0_scan / (1 + S) < J_scan < J0_scan
    print(f"{ratio:.2f}  {eps:.3e}  {J0_scan:.3e}  {J_scan:.3e}  {J0_scan/(1+S):.3e}"
          f"  {J0_scan/J_scan-1:.5f}  {S:.5f}  {p20+p02:.5f}  {abs(p02-p20):.5f}")
J_edge, _, p20, p02 = solve(U0, U0, V, t, U)
print("at eps = U:")
print(f"  exact J = {J_edge:.5e} eV")
print(f"  sqrt(2) t = {np.sqrt(2)*t:.5e} eV")
print(f"  sqrt(2) t + t^2/(2U) = {np.sqrt(2)*t+t**2/(2*U):.5e} eV")
print(f"  double-occupancy weight = {p20+p02:.5f}")
print("done: every assertion held")
```

Running it gives:

```
on-site repulsion U0 = 2.5000e-03 eV
inter-site repulsion V = 5.0000e-04 eV
net charge-transfer cost U = 2.0000e-03 eV
hopping t = 5.0000e-05 eV
one-electron gap 2t = 1.0000e-04 eV
ratio t/U = 0.0250
zero detuning:
  estimate 4t^2/U = 5.00000e-06 eV
  exact Hubbard J = 4.98756e-06 eV
  lower bound J0/(1+S) = 4.98753e-06 eV
  relative overshoot J0/J - 1 = 0.00249
  small parameter S = 0.00250
  double-occupancy weight w = 0.00248
  exact J/h = 1.2060 GHz
  exact J/kB = 0.05788 K
  spin-exchange time h/(2J) = 0.4146 ns
  spin-exchange probability = 0.99504
  its lower bound (1-w)^2 = 0.99504
hopping uncertainty at zero detuning:
  t = 2.500e-05 eV: estimate 1.2500e-06 eV, exact 1.2492e-06 eV
  t = 1.000e-04 eV: estimate 2.0000e-05 eV, exact 1.9804e-05 eV
detuning scan (energies in eV; other columns dimensionless):
eps/U   eps        J0         J exact    J0/(1+S)   J0/J-1   S        w        dJ/deps
0.00  0.000e+00  5.000e-06  4.988e-06  4.988e-06  0.00249  0.00250  0.00248  0.00000
0.25  5.000e-04  5.333e-06  5.317e-06  5.317e-06  0.00301  0.00302  0.00299  0.00141
0.50  1.000e-03  6.667e-06  6.630e-06  6.630e-06  0.00552  0.00556  0.00546  0.00436
0.80  1.600e-03  1.389e-05  1.348e-05  1.346e-05  0.03062  0.03164  0.02878  0.02803
0.90  1.800e-03  2.632e-05  2.366e-05  2.338e-05  0.11212  0.12535  0.09115  0.09053
0.95  1.900e-03  5.128e-05  3.761e-05  3.418e-05  0.36368  0.50033  0.20910  0.20859
at eps = U:
  exact J = 7.13274e-05 eV
  sqrt(2) t = 7.07107e-05 eV
  sqrt(2) t + t^2/(2U) = 7.13357e-05 eV
  double-occupancy weight = 0.49573
done: every assertion held
```
